# Hysteresis Lobe Area of a Memristor with Linear Charge Dependence

Q: A resistor driven by a sinusoidal current draws a straight line in the plane of voltage against current. You say that a memristor draws loops. Where would a loop come from, if the voltage is still resistance times current?

A: From a resistance that depends on the charge that has already passed. The element is defined by

$$V=M(q)\,I,\qquad \frac{dq}{dt}=I,\qquad M(q)=M_0+M_1q .$$

Here $M_0$ is the resistance at $q=0$ and $M_1$ is its change per unit charge. I take $M_1>0$ for now, and assume that the linear law holds over the whole range of charge used. The drive is $I=I_0\sin\omega t$ with $I_0,\omega>0$, starting from $q=0$. The same current occurs twice in the first half period, once rising and once falling. More charge has passed by the second time, so the resistance and the voltage are higher.

Q: In which units are you working?

A: In atomic units, where the electron charge and mass and $\hbar$ are one. The relations above contain no constant of nature, so they read the same in SI units, and so does whatever follows from them.

Q: Then show me the charge. A sinusoidal current averages to zero, so I would expect the charge to swing about zero as well.

A: The starting condition decides that. Write $\theta=\omega t$, so that $dt=d\theta/\omega$. Then

$$q=\frac{I_0}{\omega}\int_0^{\theta}\sin\theta'\,d\theta'=a(1-\cos\theta),\qquad a=\frac{I_0}{\omega}.$$

The charge swings about $a$, between $0$ at the start of the period and $2a$ at its middle. The current is positive throughout the first half, so the charge grows there; the second half takes it back to zero.

Q: And the voltage?

A: Insert this charge into $M(q)$:

$$V=\left[M_0+M_1a-M_1a\cos\theta\right]I_0\sin\theta .$$

With $\sin\theta\cos\theta=\tfrac12\sin2\theta$ this becomes

$$V=(M_0+M_1a)I_0\sin\theta-\tfrac12M_1aI_0\sin2\theta .$$

The first term is an ordinary resistor, with the resistance at mid-swing. The second is the memory, which appears as a second harmonic of amplitude $M_1I_0^2/(2\omega)$.

Q: Many systems with a lag draw an ellipse, which is open at zero current. Why not this one?

A: An ellipse needs a voltage that is out of phase with the current at the same frequency, as a capacitor gives. Here $V$ is a finite resistance times $I$, so $V=0$ whenever $I=0$, and the curve is pinched at the origin. It passes through the origin twice per period, with different slopes. Near each passage $V/I$ tends to the momentary resistance:

$$\theta=0:\ M_0,\qquad\qquad \theta=\pi:\ M_0+2M_1a .$$

The two passages therefore cross at an angle, and the curve is a figure of eight with one lobe at positive and one at negative current.

Q: A lobe might cross itself elsewhere. Then "its area" would be ambiguous.

A: Compare the two branches at equal current. If the rising branch has the current $I=I_0\sin\theta$ at a phase $0<\theta<\pi/2$, the falling branch has it at $\pi-\theta$, because $\sin(\pi-\theta)=\sin\theta$. The cosine changes sign between the two, so

$$V(\pi-\theta)-V(\theta)=2M_1a\cos\theta\; I_0\sin\theta=2M_1a\,I\sqrt{1-\frac{I^2}{I_0^2}} .$$

The square root is $\cos\theta$, positive in this quarter period. The gap is positive for $0<I<I_0$ and vanishes at the two ends. The falling branch stays above the rising one, so the lobe does not cross itself.

Q: Good. What area does one lobe enclose?

A: Add up the gap over the current, from $0$ to $I_0$. With $I=I_0\sin\theta$ and $dI=I_0\cos\theta\,d\theta$,

$$A=\int_0^{I_0}2M_1a\,I\sqrt{1-\frac{I^2}{I_0^2}}\;dI
=2M_1aI_0^2\int_0^{\pi/2}\cos^2\theta\,\sin\theta\,d\theta .$$

The last integrand is the derivative of $-\tfrac13\cos^3\theta$, so the integral is $\tfrac13$. Putting $a=I_0/\omega$ back gives

$$A=\frac{2M_1I_0^3}{3\omega}.$$

One power of $I_0$ comes from the charge swing $a$, one from the voltage that a given change of resistance produces, and one from the width of the lobe along the current axis.

Q: If I integrate $V\,dI$ over the full period I get zero. Does that not contradict you?

A: No, because that integral carries a sign. Over the first half period the constant part of the resistance, $M_0+M_1a$, multiplies $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$. What remains is

$$\int_0^{\pi}V\,\frac{dI}{d\theta}\,d\theta=-M_1aI_0^2\int_0^{\pi}\cos^2\theta\sin\theta\,d\theta=-\frac{2M_1I_0^3}{3\omega}.$$

The minus sign says that, with current horizontal and voltage vertical, this lobe is run through counterclockwise. Over the second half, $\int_\pi^{2\pi}\cos^2\theta\sin\theta\,d\theta=-\tfrac23$, so the result is positive and the lobe is run through clockwise. The signed areas cancel; the magnitudes add to $2A$.

Q: So $2A$ is the energy lost per cycle, as in a magnetic hysteresis loop?

A: It cannot be, since volt times ampere is a power. The energy lost in a period is the time integral of $VI$:

$$W=\frac{I_0^2}{\omega}\int_0^{2\pi}(M_0+M_1a-M_1a\cos\theta)\sin^2\theta\,d\theta=\frac{\pi(M_0+M_1a)I_0^2}{\omega}.$$

The cosine term drops out because $\cos\theta\sin^2\theta$ is the derivative of $\tfrac13\sin^3\theta$, which is zero at both ends. An ordinary resistor, with $M_1=0$, has $W>0$ and no lobe at all. For the linear $M(q)$ used here, the lobe area measures memory, not loss.

Q: What if $M_1$ is negative?

A: The falling branch then lies below the rising one, both senses of rotation reverse, and the area has $|M_1|$ in place of $M_1$. The resistance is smallest at $q=2a$, so a passive element needs $M_0+2M_1a\ge0$. The area integral does not use this condition; without it the element would deliver power during part of the cycle.

Q: You started from $q=0$. Does the area depend on that choice?

A: Not for a linear $M(q)$. A starting charge $q_0$ replaces $M_0$ by $M_0+M_1q_0$, and the constant part of the resistance encloses no area. Curvature changes this. Add a term $M_2q^2$ and write $q=c-a\cos\theta$ with $c=q_0+a$. Then

$$M=M_0+M_1c+M_2c^2-(M_1+2M_2c)\,a\cos\theta+M_2a^2\cos^2\theta .$$

The last term contributes $\int_0^\pi\cos^3\theta\sin\theta\,d\theta=0$ to the area, so $M_1$ is replaced by $M_1+2M_2(q_0+a)$. This is the slope $dM/dq$ at mid-swing, and it depends on $q_0$.

Q: I have read that the loop closes at high frequency. Does your formula agree?

A: Yes, if $I_0$ is held fixed. Then $A\propto1/\omega$: less charge passes in each half period, the resistance hardly changes, and the curve tends to a line of slope $M_0$. If the charge swing $a$ is held fixed instead, $I_0=a\omega$ and

$$A=\tfrac23M_1a^3\omega^2,$$

which grows with frequency. At low frequency and fixed $I_0$ the formula grows without limit, but so does the range of charge covered, $2a=2I_0/\omega$, and the linear law must fail at some point.

Q: So far $M_1$ is just a letter. Why should an oxide film have a resistance linear in charge?

A: Here is a simple model that gives it. A film of thickness $D$ consists of a conducting layer rich in oxygen vacancies and a depleted layer of thickness $x$. The film would have resistance $R_{\rm on}$ if it were all conducting and $R_{\rm off}$ if it were all depleted. The layers are in series:

$$M=R_{\rm on}\left(1-\frac xD\right)+R_{\rm off}\frac xD=R_{\rm on}+(R_{\rm off}-R_{\rm on})\frac xD .$$

The voltage across the conducting layer is $IR_{\rm on}(1-x/D)$ and its thickness is $D-x$, so the field in it is $IR_{\rm on}/D$, whatever $x$ is. Assume that the boundary stays sharp and moves with the vacancies, whose mobility is $\mu$. Assume also that the electrode next to the conducting layer takes up vacancies as this layer thins and returns them when it grows. Count as positive the current that widens the depleted layer. Then

$$\frac{dx}{dt}=\frac{\mu R_{\rm on}}{D}I\quad\Rightarrow\quad x=x_0+\frac{\mu R_{\rm on}}{D}q .$$

Inserting this into $M$ gives

$$M_0=R_{\rm on}+(R_{\rm off}-R_{\rm on})\frac{x_0}{D},\qquad M_1=\frac{(R_{\rm off}-R_{\rm on})\,\mu R_{\rm on}}{D^2}.$$

Q: Put numbers in.

A: I take round values: $D=50$ nm, $x_0=15$ nm, $R_{\rm on}=150$ kΩ, $R_{\rm off}=300$ kΩ, $\mu=2\times10^{-11}$ cm²/Vs, and a cell 5 µm across at 300 K. The drive has $I_0=10$ µA at 1 Hz, so $\omega=6.283$ rad/s. Then $M_0=150+150\times15/50=195$ kΩ. With $D$ in centimetres, to match the mobility,

$$M_1=\frac{(1.5\times10^5)(2\times10^{-11})(1.5\times10^5)}{(5\times10^{-6})^2}=1.8\times10^{10}\ \Omega/\mathrm C ,$$

which is the 18 kΩ/µC of the numerical output below. The lobe area is

$$A=\frac{2(1.8\times10^{10})(10^{-5})^3}{3(6.283)}\ \mathrm W=1.91\ \text{µW},$$

or $1.19\times10^4$ eV/ns. Integrating $V\,dI$ numerically over the first half period, with the charge found from $dq/dt=I$, gives 1.9099 µW, as the formula does.

Q: What would I see on the screen?

A: By mid-period 3.183 µC have passed, and the resistance has risen from 195 to 252.3 kΩ. These are the two slopes at the origin. At a current of 7.071 µA the rising branch is at 1.438 V and the falling one at 1.725 V. That gap, 0.2865 V before the voltages are rounded, is the widest: the gap is $M_1aI_0\sin2\theta$, largest at $\theta=45^\circ$. At peak current the voltage is 2.236 V, but its maximum, 2.254 V, comes slightly later, because the resistance is still growing when the current turns. The energy lost per period is 11.18 µJ.

Q: You have assumed ohmic layers. What are the fields?

A: At peak current, $I_0R_{\rm on}/D=0.3$ MV/cm in the conducting layer and $I_0R_{\rm off}/D=0.6$ MV/cm in the depleted one. A rough breakdown field of 5 MV/cm leaves a wide margin, but Ohm's law suffers earlier. Suppose that electrons in the depleted layer hop between sites $s=1$ nm apart. A field $E$ lowers the barrier by $eEs/2$ for forward hops and raises it by as much for backward hops, so the current goes as $\sinh(eEs/2k_BT)$. With the low-field resistance and the current held fixed, the depleted layer then needs less voltage than Ohm's law says. The gap between the branches shrinks, and the lobe area falls by 13.8% relative to the ohmic model. This keeps the conducting layer ohmic, and the figure depends strongly on the assumed spacing: it is about 4% for $s=0.5$ nm and about 36% for $s=2$ nm.

Q: Would Poole–Frenkel emission, where the field pulls electrons out of charged traps, not be far stronger?

A: That picture needs isolated traps. The energy $-e^2/(4\pi\varepsilon_0\varepsilon r)-eEr$ of an electron (SI units) has its top where the two slopes cancel, at $r=\sqrt{e/(4\pi\varepsilon_0\varepsilon E)}$. At 0.6 MV/cm and an optical permittivity $\varepsilon$ of about 5 this is 2.19 nm, beyond the nearest neighbour at 1 nm. The wells overlap, so the isolated-trap formula does not apply here. This rests on the assumed spacing: sites 1 nm apart mean about $10^{21}$ per cm³, which is dense for a layer called depleted. With sparser traps the formula could apply, and the ohmic model would then need replacing.

Q: The vacancies hop as well, and the cell warms up.

A: Take doubly charged vacancies with hop length $b=0.3$ nm, attempt frequency $\nu=10^{13}$ s⁻¹ and barrier $E_b$. Forward minus backward hops give the drift speed

$$v=2b\nu\,e^{-E_b/k_BT}\sinh\frac{eEb}{k_BT},\qquad \mu=\frac{2eb^2\nu}{k_BT}\,e^{-E_b/k_BT},$$

the second being $v/E$ at low field. The chosen mobility implies $E_b=0.628$ eV. Keeping the full $\sinh$ raises the lobe area by 1.6%.

For the heating, a point source of power $p$ on a thick underlayer of conductivity $\kappa$ warms it by $p/(2\pi\kappa\rho)$ at distance $\rho$. Adding such sources over a uniformly heated disc of radius $R$ and total power $P$ gives at the centre

$$\Delta T=\int_0^R\frac{P}{\pi R^2}\,\frac{2\pi\rho\,d\rho}{2\pi\kappa\rho}=\frac{P}{\pi\kappa R}.$$

With $P=22.5$ µW at the peak, $\kappa=1.4$ W/mK and $R=2.5$ µm, the rise is 2.0 K. Two kelvin matter because the hop rate is exponential in $1/T$: the lobe area grows by 13.6%. This applies the steady central temperature to the whole front and leaves the electronic resistances at their 300 K values.

Q: Minus fourteen and plus fourteen. How convenient.

A: With all three effects acting together the change is $-1.7\%$. The cancellation belongs to these parameters and says nothing about the quality of the model. Heating and hopping depend differently on cell size and site spacing, so another cell will in general lose it.

Q: You also keep the front perfectly sharp. Vacancies diffuse.

A: That is a serious weakness. The diffusion constant belonging to the mobility is $D_v=\mu k_BT/(2e)$, and free spreading over a time $t$ is $\sqrt{2D_vt}$. In half a period this is 5.1 nm, against a front stroke of 19.1 nm. By diffusion alone, the spread would reach the stroke after about 7 periods. These figures treat the vacancies as independent. If mobile electrons compensate their charge, the electrons pull the vacancies along, and for dilute doubly charged vacancies the effective diffusion constant rises to as much as $3D_v$: about 8.8 nm in half a period, and about 2.4 periods to reach the stroke. Drift acts sooner. The field in the depleted layer is twice that in the conducting one, so a vacancy that has strayed into the depleted layer moves about twice as fast as the front. While this layer widens, the stray vacancy catches up with the front, which stays fairly sharp. While the layer narrows, the stray vacancy runs ahead, and the front can smear over a distance comparable to the stroke within the first period. The sharp front is therefore a fair picture only of the first half period, which gives the first lobe. What the blurring does to the area depends on how the local resistivity varies with the vacancy concentration. If it is linear in the concentration, $M$ depends only on the total number of vacancies in the film, and the lobes hardly change until the blur reaches the electrode next to the conducting layer. For other dependences the second lobe can change noticeably; I have not computed this.

Q: Does anything else get through the film, or around it?

A: Tunnelling and displacement current are both small here; leakage along the edge of the cell is not estimated. The tunnel transmission through the initial depleted layer, for a 1 eV barrier tilted by the peak field, is about $10^{-48}$ with the free-electron mass, and about $10^{-26}$ with an effective mass of 0.3. The displacement current, for a static permittivity of 25, stays below $4.6\times10^{-7}$ of $I_0$; this upper estimate puts the whole voltage across the initial depleted thickness. It would open the pinch by a correspondingly small amount.

Q: What happens when the front runs into the electrode?

A: The resistance stops at $R_{\rm off}$ and the formula fails. Lower the frequency to 0.333 Hz at the same current. The formula then triples the area to 5.73 µW, but the depleted layer would have to become thicker than the film. With the front stopped at the electrode, the first lobe has 3.8 µW.

There is also a simple ceiling. With ohmic layers and a start at $M_0$, the gap in the first lobe cannot exceed $I(R_{\rm off}-M_0)$, so

$$A\le\int_0^{I_0}I(R_{\rm off}-M_0)\,dI=\tfrac12I_0^2(R_{\rm off}-M_0)=\tfrac12(10^{-5})^2(1.05\times10^5)\ \mathrm W=5.25\ \text{µW}.$$

The unrestricted formula breaks this bound at 0.333 Hz.

Q: And in a warm machine, say at 85 °C?

A: With the same barrier, the mobility at 358 K is 43 times that at 300 K. At 1 Hz and the same current the front would hit the electrode early in the half period. Driving at 43 Hz restores the 19.1 nm stroke. If the resistances are held fixed, it also restores the lobe area, because $M_1\propto\mu$ and $A$ depends on the ratio $M_1/\omega$.

Q: How close is all this to a real oxide memory?

A: The parameters are meant for a micrometre-wide bipolar cell with mobile oxygen vacancies. A few volts and microamperes are in the usual range. Other values are not typical: many cells have films nearer 10 nm, resistance ratios of ten or more, and switching pulses far shorter than a microsecond. Nor would this cell serve as a lasting memory: without any drive, free diffusion spreads the front over the film thickness in $D^2/(2D_v)$, about 48 s, or about 16 s if compensating electrons triple the diffusion constant. Many also switch in a narrow hot filament, which breaks the assumption of a uniform front at nearly constant temperature. Within this model, 58 K of extra heat already multiplies $M_1$ by 43. At 1 Hz, with the resistances held fixed, the front then covers the 35 nm to the electrode when $1-\cos\theta=35/(43\times19.1/2)=0.085$, at a rising current of 4.04 µA. Above this current both branches have the resistance $R_{\rm off}$, and the gap is zero. Below it the gap is at most $I(R_{\rm off}-M_0)$, so the area is less than $\tfrac12(4.04\times10^{-6})^2(1.05\times10^5)$ W, or 0.86 µW, where the formula would give 82 µW. Before using the formula for a measured loop, one should at least confirm that the area falls as $1/\omega$ at fixed current amplitude, that it grows as $I_0^3$ at fixed frequency, and that the resistance stays away from its end values. The frequency test alone is not enough: the hopping electrons described above lower the area but leave its $1/\omega$ dependence intact. Nor do all these checks together prove the model, since opposing effects can nearly cancel, as they do in this cell.

## Calculated quantities

```
Film thickness: 50 nm
Initial depleted thickness: 15 nm
R_on: 150 kohm
R_off: 300 kohm
Vacancy mobility: 2e-11 cm2/Vs
Current amplitude I0: 10 uA
Frequency: 1 Hz
Angular frequency: 6.283 rad/s
Temperature: 300 K
Cell diameter: 5 um
M0: 195 kohm
M1: 18 kohm/uC
Charge at half period: 3.183 uC
M at quarter period: 223.6 kohm
M at half period: 252.3 kohm
V at quarter period: 2.236 V
Largest voltage: 2.254 V
Current at 45 deg phase: 7.071 uA
V rising, 45 deg: 1.438 V
V falling, 135 deg: 1.725 V
Branch gap there: 0.2865 V
Second-harmonic voltage: 0.1432 V
Lobe area, integrated: 1.9099 uW
Lobe area, formula: 1.9099 uW
Lobe area, converted: 1.192e+04 eV/ns
Energy lost per period: 11.18 uJ
Front stroke: 19.1 nm
Largest depleted thickness: 34.1 nm
Peak field, conducting layer: 0.3 MV/cm
Peak field, depleted layer: 0.6 MV/cm
Rough breakdown field (input): 5 MV/cm
Electron site spacing (input): 1 nm
Poole-Frenkel saddle distance: 2.19 nm
Area change, electron hopping: -13.8 %
Underlayer conductivity (input): 1.4 W/mK
Peak power: 22.5 uW
Peak heating: 2.04 K
Area change, heating: 13.6 %
Vacancy hop length (input): 0.3 nm
Attempt frequency (input): 1e+13 1/s
Implied vacancy barrier: 0.628 eV
Area change, nonlinear drift: 1.62 %
Area change, all three: -1.67 %
Final depleted, all three: 36.4 nm
Diffusive spread, half period: 5.08 nm
Periods until spread = stroke: 7.1
Hot-use temperature: 358.15 K
Mobility ratio hot/room: 43.1
Frequency for same stroke, hot: 43.1 Hz
Slow-drive frequency: 0.333 Hz
Slow lobe, formula: 5.73 uW
Slow lobe, stopped front: 3.8 uW
Tunnel barrier (input): 1 eV
log10 tunnel transmission: -47.9
Static permittivity (input): 25
Displacement current / I0: 4.6e-07
```
